# Thermal Bending of a Linear Imide Ligand at 300 K

**Question.** A terminal imide (imido) ligand is bound to a metal through nitrogen, and its M–N–C unit is linear at the minimum of energy. The bend is doubly degenerate, with a constant of 100 kJ/mol per square radian. How far from linear is the unit at 300 K, as a classical root-mean-square (rms) angle, and how does this deviation scale with temperature and stiffness?

**Answer.** The rms deviation is about 13°. It grows as the square root of the absolute temperature and falls as the inverse square root of the bending constant. The derivation below shows where each factor of two enters, and then how much the number moves when its assumptions are relaxed.

## The angle and its energy

Let $\delta$ be the deviation from linearity, so that the M–N–C angle is $180^\circ-\delta$. Put the M–N bond along an axis. The N–C bond can tilt away from this axis in any direction, so a small bend has two components, $x$ and $y$, in two perpendicular planes:

$$x=\delta\cos\varphi,\qquad y=\delta\sin\varphi,\qquad \delta^2=x^2+y^2 .$$

Here $\varphi$ is the direction of the tilt about the axis. Double degeneracy means that the two components have the same force constant. The energy is

$$V=\tfrac12 k(x^2+y^2)=\tfrac12 k\delta^2,\qquad k=100\ \text{kJ/mol/rad}^2 .$$

The factor $\tfrac12$ is part of the definition of $k$. If a source writes $V=K\delta^2$ instead, then $k=2K$, and its constant must be doubled before it is used here. Angles are in radians until the final conversion.

The constant is also taken to be a relaxed one: the other coordinates of the molecule are free to adjust while the unit bends. The difference this makes is worked out further on.

## The classical average

In Cartesian coordinates the kinetic energy is a sum of terms $p^2/2m$ that do not contain the positions. The integral over momenta therefore multiplies the Boltzmann distribution by a constant, which cancels from every average of a position. At fixed $k$, the masses do not affect the classical answer. A heavier group on nitrogen bends more slowly, but not less far.

For small angles the area element is $dx\,dy$, and the probability density is proportional to $e^{-V/RT}$. Because $V$ is a sum of an $x$ term and a $y$ term, this factor is a product, and each component can be averaged separately. With $b=k/(2RT)$,

$$\langle x^2\rangle=\frac{\int x^2e^{-bx^2}dx}{\int e^{-bx^2}dx}.$$

Since $x e^{-bx^2}$ is the derivative of $-e^{-bx^2}/(2b)$, integration by parts gives

$$\int x^2e^{-bx^2}dx=\left[-\frac{x e^{-bx^2}}{2b}\right]+\frac1{2b}\int e^{-bx^2}dx .$$

The integrals may run from $-\infty$ to $\infty$ because the weight is negligible at large angles. The bracket vanishes there, so

$$\langle x^2\rangle=\frac1{2b}=\frac{RT}{k}.$$

The other component gives the same value, and the two add:

$$\langle\delta^2\rangle=\langle x^2\rangle+\langle y^2\rangle=\frac{2RT}{k}\equiv a,\qquad \delta_{\rm rms}=\sqrt{\frac{2RT}{k}} .$$

The mean bending energy is $\tfrac12 ka=RT$, which is $\tfrac12RT$ for each component.

At 300 K, $RT=2.494$ kJ/mol. Hence

$$a=\frac{2\times2.494}{100}=0.0499\ \text{rad}^2,\qquad \delta_{\rm rms}=0.223\ \text{rad}=12.8^\circ .$$

One component alone has an rms value of $12.8^\circ/\sqrt2=9.05^\circ$. That is the answer to a different question: how far the unit bends as seen in projection on one chosen plane.

## How the result scales

The square root makes the estimate forgiving. Taking the logarithm of $\delta_{\rm rms}$ and differentiating gives

$$\frac{d\delta_{\rm rms}}{\delta_{\rm rms}}=\frac12\frac{dT}{T}-\frac12\frac{dk}{k}.$$

A 10% error in $k$ therefore changes the angle by about 5%. At a fixed 300 K, halving $k$ to 50 kJ/mol/rad² raises the rms deviation to $12.8^\circ\sqrt2=18.1^\circ$, while doubling it to 200 kJ/mol/rad² lowers it to $9.05^\circ$.

At fixed $k$, heating from 300 K to 623 K gives

$$12.80^\circ\sqrt{623/300}=18.4^\circ,$$

an increase of 44%. The classical formula also predicts that the motion vanishes as $T\to0$. This limit is wrong, because zero-point motion remains; the quantum section gives its size.

## What a typical bend looks like

The rms value is one number that summarizes a broad distribution. In polar form $dx\,dy=\delta\,d\delta\,d\varphi$. Integrating over $\varphi$ and normalizing gives

$$p(\delta)=\frac{2\delta}{a}e^{-\delta^2/a}.$$

The normalization follows from the substitution $u=\delta^2$, $du=2\delta\,d\delta$, which turns the total probability into $\int_0^\infty e^{-u/a}du/a=1$.

The most probable deviation is found by setting the derivative to zero:

$$\frac{dp}{d\delta}=\frac2a\left(1-\frac{2\delta^2}{a}\right)e^{-\delta^2/a}=0,\qquad \delta=\sqrt{a/2}=9.05^\circ .$$

The mean follows from integration by parts, since $(2\delta/a)e^{-\delta^2/a}$ is the derivative of $-e^{-\delta^2/a}$:

$$\langle\delta\rangle=\int_0^\infty\delta\,p(\delta)\,d\delta=\int_0^\infty e^{-\delta^2/a}d\delta=\frac{\sqrt{\pi a}}2=11.3^\circ .$$

The same antiderivative gives the fraction of molecules bent by more than an angle $d$:

$$P(\delta>d)=e^{-d^2/a}=e^{-V(d)/RT}.$$

Setting this to one half gives the median, $\sqrt{a\ln2}=10.7^\circ$. For $d=20^\circ=0.349$ rad the exponent is $0.1218/0.0499=2.44$, so in the classical model 8.7% of the molecules are bent by more than 20° at any instant. Such a tail is more sensitive than the rms value: with the larger mean square that the quantum section finds for bare carbon, the same formula gives about 10%.

The density $p(\delta)$ is zero at $\delta=0$, although the linear geometry has the lowest energy. There is no contradiction. The density per unit area in the $(x,y)$ plane is greatest at the origin, but a ring of radius $\delta$ has an area proportional to $\delta$, and this area shrinks to nothing at the centre. The averages $\langle x\rangle$ and $\langle y\rangle$ are both zero. The average geometry is therefore linear, even though a typical snapshot is not. An M–N–C angle of 167.2° corresponds to the rms deviation; it is not the angle of the average structure.

## The small-angle step

The flat area element can be checked against the true geometry. With M and N held in place, the volume element for the position of carbon is $r^2\sin\delta\,dr\,d\delta\,d\varphi$, where $r$ is the N–C distance. If the stretching energy depends on $r$ alone, the integral over $r$ cancels from angular averages. What remains is the weight $\sin\delta$ in place of $\delta$.

For small angles $\sin\delta\approx\delta(1-\delta^2/6)$. With $u=\delta^2$, the unperturbed weight is $e^{-u/a}$, for which $\langle u^n\rangle_0=n!\,a^n$. Therefore

$$\langle\delta^2\rangle\approx\frac{a-2a^2/6}{1-a/6}\approx a-\frac{a^2}{3}+\frac{a^2}{6}=a-\frac{a^2}{6}.$$

The relative change of the mean square is $-a/6$, and that of the rms is half as large, $-a/12=-0.42\%$. The angle falls from 12.80° to 12.74°. At this stiffness and temperature the flat element is amply good.

## Quantum motion

Quantum corrections depend on the bending frequency, and here the masses do matter. Consider a three-atom skeleton with bond lengths $r_1$ (M–N) and $r_2$ (N–C). For small sideways displacements $X_M$, $X_N$ and $X_C$ in one plane, the bend is the difference of the two bond slopes:

$$x=\frac{X_C-X_N}{r_2}-\frac{X_N-X_M}{r_1}.$$

Write this as $x=\sum_i s_iX_i$, with $s_M=1/r_1$, $s_C=1/r_2$ and $s_N=-(1/r_1+1/r_2)$. Let $\kappa=k/N_A$ be the bending constant per molecule. The force on atom $i$ is $-\partial V/\partial X_i=-\kappa x s_i$, so

$$\ddot x=\sum_i s_i\ddot X_i=-\kappa x\sum_i\frac{s_i^2}{m_i}.$$

This is a harmonic oscillator with $\omega=\sqrt{\kappa G}$, where

$$G=\frac1{m_Mr_1^2}+\frac1{m_Cr_2^2}+\frac1{m_N}\left(\frac1{r_1}+\frac1{r_2}\right)^2 .$$

For a tungsten imide, take rough lengths of 1.75 Å for W–N and 1.45 Å for N–C. With bare carbon as the end atom, the three terms are 0.002, 0.040 and 0.114 in units of u⁻¹ Å⁻². The nitrogen term dominates because a sideways motion of nitrogen tilts both bonds, in opposite senses, and both tilts add to the bend. The tungsten term is small because tungsten is heavy. The resulting wavenumber is 209 cm⁻¹. If the whole tert-butyl group, of mass 57.1 u, is instead placed at the carbon position, the wavenumber is 187 cm⁻¹. These are two simple models, not bounds on the frequency of a real molecule. A tert-butyl group of real extent has a moment of inertia that the point mass lacks. In a simple force-field model with the same relaxed $k$, this brings the lowest bending mode down to roughly 100 cm⁻¹ and spreads the bend over several modes, while the quantum rms at 300 K stays at 13.2° to 13.3°.

The levels of one component are $\hbar\omega(n+\tfrac12)$. With $z=\hbar\omega/k_BT$, the geometric series for the partition function gives the mean energy

$$\langle E\rangle=\hbar\omega\left(\frac12+\frac1{e^z-1}\right)=\frac{\hbar\omega}2\coth\frac z2 .$$

In each stationary state of a harmonic oscillator half the energy is potential. Thus $\tfrac12\kappa\langle x^2\rangle=\tfrac12\langle E\rangle$, and adding both components gives

$$\langle\delta^2\rangle=\frac{2\langle E\rangle}{\kappa}=a\,\frac z2\coth\frac z2 .$$

For small $z$ the factor multiplying $a$ is $1+z^2/12$. With bare carbon $z=1.00$, so the mean square rises by about 8% and the rms by about 4%, to 13.3°. With the heavier end mass $z=0.895$ and the rms is 13.2°. Either way the rounded answer remains 13°.

In the opposite limit, $T\to0$, the hyperbolic cotangent tends to 1 and

$$\langle\delta^2\rangle\to\frac{az}2=\frac{\hbar\omega}{\kappa}=\hbar\sqrt{\frac G\kappa}.$$

The temperature has cancelled. For the bare-carbon model the remaining rms deviation is about 9°, and it scales as $k^{-1/4}$ instead of $k^{-1/2}$. In this three-atom model, cooling towards absolute zero leaves a bend of this size, whereas the classical law would remove it entirely. The size depends on the masses and on how the bend is shared among modes; with an extended tert-butyl group it is nearer 7° to 8°.

## When the bending energy is less simple

**Unequal constants.** A metal centre of low symmetry need not treat the two bending planes alike. The components still average separately, so

$$\langle\delta^2\rangle=RT\left(\frac1{k_x}+\frac1{k_y}\right).$$

If the constants are $k(1\pm\varepsilon)$, the bracket is $2/[k(1-\varepsilon^2)]$. The softer direction gains more than the stiffer one loses, but the first-order changes cancel. For trial values of 70 and 130 kJ/mol/rad², $\varepsilon=0.3$ and the rms is 13.4°, an increase of 4.8%.

**Coupling.** Suppose that each bending component is coupled to its own partner angle $s$, such as a tilt of the ligand at the metal. For one component,

$$V=\tfrac12kx^2+\tfrac12k_ps^2+fxs .$$

Completing the square in $s$ gives

$$V=\tfrac12k_p\left(s+\frac{fx}{k_p}\right)^2+\tfrac12\left(k-\frac{f^2}{k_p}\right)x^2 .$$

At fixed $x$, the integral over $s$ is a Gaussian whose centre depends on $x$ but whose area does not. The bend therefore behaves as if its constant were $k-f^2/k_p$. This is the relaxed constant, and it is the one that belongs in the classical rms formula.

If 100 kJ/mol/rad² had been obtained with the partner frozen, and if $k_p=100$ and $f=30$ in the same units, the relaxed constant would be $100-900/100=91$ kJ/mol/rad². The rms would be 13.4°. This equals the result for unequal constants because both trials multiply $a$ by $1/(1-0.3^2)$.

**Anharmonicity.** Let the energy be $V=\tfrac12k\delta^2(1+c\delta^2)$. In terms of $u=\delta^2$ the Boltzmann exponent is $-u/a-cu^2/a$. Expanding to first order in $c$ and using $\langle u^n\rangle_0=n!\,a^n$ gives

$$\langle\delta^2\rangle\approx\frac{a-6ca^2}{1-2ca}\approx a-4ca^2 .$$

A positive $c$ stiffens large bends and reduces the deviation. For a trial value $c=0.5$ rad⁻², the first-order formula lowers the mean square by 10% and hence the rms by about 5%. The full average with this potential gives a reduction of 4.15%, to 12.3°.

A softer form is $V=k(1-\cos\delta)$. Its expansion is $\tfrac12k\delta^2(1-\delta^2/12+\cdots)$, so $c=-1/12$ and the first-order increase of the rms is $a/6$, or 0.8%. The full average gives 0.9%, and the angle becomes 12.9°. Both comparisons keep the flat area element, so that the change of potential is seen alone.

## When the minimum is not linear

A static bend can have a larger effect. In the model below, one of 6° already raises the rms deviation at 300 K by about 10%. Suppose that the minimum lies at $x=\delta_0$, $y=0$, with the same constant in both directions:

$$V=\tfrac12k\left[(x-\delta_0)^2+y^2\right].$$

Write $x=\delta_0+\xi$. Then

$$\langle\delta^2\rangle=\delta_0^2+2\delta_0\langle\xi\rangle+\langle\xi^2\rangle+\langle y^2\rangle=\delta_0^2+a,$$

because $\langle\xi\rangle=0$ by symmetry about the minimum. In this model, with a single well and equal constants, static and thermal bends add as squares, not as angles. A minimum that can swing round the axis needs its own average. For $\delta_0=15^\circ$ at 300 K,

$$\sqrt{15.0^2+12.80^2}=19.7^\circ .$$

This is 54% above the value for a linear minimum. The thermal motion about the minimum is still 12.8°; what has changed is the reference from which the deviation is measured. When $\delta_0$ is much smaller than 12.8°, the rms rises by only about $\delta_0^2/(2\delta_{\rm rms})$. When it is much larger, the rms tends to $\delta_0$ and says little about flexibility.

## Beside a real precursor

The model can be set beside a tungsten tert-butylimido amide such as W(NtBu)₂(NMe₂)₂, which is used in the vapour deposition of tungsten nitride films. The bond lengths above are rough typical values, and the bending constant is a round model parameter, not a measured property of this compound. Two assumptions are open to doubt, the linear minimum and the equal bending constants: in this four-coordinate, roughly tetrahedral molecule no rotation axis runs along a W–N(imide) bond, so symmetry forces neither of them. The trial bend of 15° shows what a bent minimum could do, moving the rms deviation from 12.8° to 19.7° at 300 K. The temperature of use matters nearly as much. At a rough deposition temperature of 623 K, an intact molecule with the same $k$ and a linear minimum would have an rms deviation of 18.4°. With both the heat and a static bend of 15° in one fixed direction, the squares add to give about 24°. A molecule bound to a surface may have a different bending constant, and the estimate does not cover that case.

For the model at 300 K, then, the corrections from quantum motion, curved geometry and the trial changes in the shape of the potential each move the angle by 5% or less. They do not all have the same sign. The figure of 5% reflects the size of the trials and is not a general limit: constants of 50 and 150 kJ/mol/rad² ($\varepsilon=0.5$) would raise the rms by 15%, to 14.8°. The value of 13° is a sound estimate of thermal motion about a linear minimum, provided that $k$ is the relaxed constant, is itself known to some 10 or 20%, and that the two planes and the shape of the potential depart from the model no more than in the trials above. It should not be compared directly with the M–N–C angle of an average structure. If a static bend keeps one direction, that angle shows it. If the bend swings freely round the axis, the average is linear even though the minimum is not; if the swing favours one direction, only part of the bend remains in the average. At a site of low symmetry, anharmonic motion can also bend the average slightly when the minimum is linear. The numerical output lists the main values.

## Calculated quantities

```
bending constant k: 100 kJ/mol/rad^2
temperature: 300 K
RT = mean bending energy: 2.4943 kJ/mol
mean square deviation a: 0.04989 rad^2
rms deviation: 0.2234 rad
rms deviation: 12.80 degrees
rms M-N-C angle counterpart, 180 - rms: 167.20 degrees
rms of one bending component: 9.05 degrees
most probable deviation: 9.05 degrees
median deviation: 10.65 degrees
mean deviation: 11.34 degrees
fraction bent by more than 20 degrees: 8.69 %
curved measure, rms: 12.74 degrees
curved measure, change of rms: -0.42 %
M-N length (rough): 1.75 angstrom
N-C length (rough): 1.45 angstrom
bare C: end mass: 12.011 u
bare C: bending wavenumber: 209 cm^-1
bare C: hbar*omega/(kB*T): 1.002 (no unit)
bare C: quantum rms: 13.31 degrees
bare C: quantum change of rms: 4.03 %
tBu point: end mass: 57.116 u
tBu point: bending wavenumber: 187 cm^-1
tBu point: hbar*omega/(kB*T): 0.895 (no unit)
tBu point: quantum rms: 13.21 degrees
tBu point: quantum change of rms: 3.24 %
unequal constants, kx: 70 kJ/mol/rad^2
unequal constants, ky: 130 kJ/mol/rad^2
unequal constants, rms: 13.42 degrees
unequal constants, change of rms: 4.83 %
quartic trial coefficient c: 0.50 rad^-2
quartic stiffening, rms: 12.27 degrees
quartic stiffening, change of rms: -4.15 %
cosine potential, rms: 12.91 degrees
cosine potential, change of rms: 0.86 %
coupling trial, partner constant: 100 kJ/mol/rad^2
coupling trial, coupling constant: 30 kJ/mol/rad^2
coupling trial, relaxed constant: 91.0 kJ/mol/rad^2
coupling trial, rms: 13.42 degrees
coupling trial, change of rms: 4.83 %
static bend (trial): 15.0 degrees
static bend plus motion, rms from linear: 19.72 degrees
static bend, change of rms: 54.07 %
temperature of use (rough): 623 K
rms at temperature of use: 18.44 degrees
temperature of use, change of rms: 44.11 %
```
